# Rotating-Analyser Ellipsometry: Fourier Coefficients and the Undetermined Sign of Delta

## The measurement and the question

Linearly polarised light falls obliquely on a film. The components parallel and perpendicular to the plane of incidence are reflected with different amplitudes and phases, and the phase difference makes the reflected light in general elliptically polarised. A linear analyser turns in the reflected beam, and a detector records the transmitted intensity. The instrument therefore sees how the intensity varies with direction across the beam, and from this one wants the amplitude ratio and the phase difference of the two reflections. The question is how much of that phase difference an intensity behind a linear analyser can reveal.

## Conventions and assumptions

Let \(p\) denote the field direction in the plane of incidence and \(s\) the direction perpendicular to it. For each beam the unit vectors satisfy \(\hat p\times\hat s=\hat k\), where \(\hat k\) points along the propagation. The polariser azimuth \(P\) and the analyser azimuth \(A\) are measured from \(\hat p\) towards \(\hat s\). Fields carry the time factor \(e^{-i\omega t}\).

The sample is isotropic and not optically active, so it does not mix \(p\) and \(s\). It multiplies the two components by complex amplitudes \(r_p\) and \(r_s\), both taken to be nonzero, and their ratio is written

\[
\rho=\frac{r_p}{r_s}=\tan\Psi\,e^{i\Delta},\qquad 0<\Psi<90^\circ,\quad -180^\circ<\Delta\le180^\circ .
\]

These choices matter when data are compared with a model. The opposite time factor conjugates both amplitudes and reverses the sign of \(\Delta\). Reversing the reflected \(\hat p\) changes \(\Delta\) by \(180^\circ\). With the present choice \(r_p=-r_s\) at normal incidence: the reflected \(\hat k\) is reversed while \(\hat s\) is kept, so \(\hat p\) must be reversed too.

The polariser and analyser are ideal, their azimuths are calibrated, and the detector is linear and insensitive to polarisation. The sample does not depolarise; this assumption is lifted at the end. Finally, \(P\) is not a multiple of \(90^\circ\), for a reason that will appear in the inversion.

## The signal and its two coefficients

Take unit field amplitude behind the polariser. Its components are \(\cos P\) and \(\sin P\). After reflection they are \(r_p\cos P\) and \(r_s\sin P\). The analyser passes the projection on the direction \((\cos A,\sin A)\):

\[
E(A)=r_p\cos P\cos A+r_s\sin P\sin A
=r_s\cos P\,\bigl(\rho\cos A+\tan P\sin A\bigr).
\]

Write \(T=\tan\Psi\) and \(t=\tan P\). Since \(t\) is real, the cross term in the squared modulus contains \(\rho+\rho^*=2T\cos\Delta\), and

\[
I(A)=|r_s|^2\cos^2P\,\bigl[T^2\cos^2A+t^2\sin^2A+2Tt\cos\Delta\,\sin A\cos A\bigr].
\]

Now insert \(\cos^2A=(1+\cos2A)/2\), \(\sin^2A=(1-\cos2A)/2\) and \(2\sin A\cos A=\sin2A\). The bracket becomes

\[
\tfrac12\bigl[(T^2+t^2)+(T^2-t^2)\cos2A+2Tt\cos\Delta\,\sin2A\bigr].
\]

Taking out the constant part gives

\[
I(A)=I_0\,[1+\alpha\cos2A+\beta\sin2A],\qquad
I_0=\tfrac12|r_s|^2\cos^2P\,(T^2+t^2),
\]

\[
\boxed{\;\alpha=\frac{\tan^2\Psi-\tan^2P}{\tan^2\Psi+\tan^2P},\qquad
\beta=\frac{2\tan\Psi\tan P\cos\Delta}{\tan^2\Psi+\tan^2P}\;}
\]

The source intensity and the common size of the reflection amplitudes have moved into \(I_0\). The coefficient \(\alpha\) compares the \(p\) and \(s\) intensities. The coefficient \(\beta\) compares the intensities along the two diagonals, which is where interference between \(p\) and \(s\) enters.

Two limits show the meaning. If \(\Delta=0\) or \(180^\circ\), the reflected light is linear, \(\alpha^2+\beta^2=1\), and the signal falls to zero at one analyser direction. If \(\Delta=\pm90^\circ\) and \(\tan\Psi=|\tan P|\), the light is circular, \(\alpha=\beta=0\), and turning the analyser changes nothing.

## Extracting the coefficients from readings

For \(N\ge5\) equally spaced readings \(I_j\) over one full turn, at azimuths \(A_j\), use

\[
\alpha=\frac{2\sum_j I_j\cos2A_j}{\sum_j I_j},\qquad
\beta=\frac{2\sum_j I_j\sin2A_j}{\sum_j I_j}.
\]

The sums of \(e^{2iA_j}\) and \(e^{4iA_j}\) vanish as geometric series, so the sums of \(\cos^22A_j\) and \(\sin^22A_j\) are \(N/2\), and those of \(\cos2A_j\), \(\sin2A_j\) and their product are zero. This gives the factor 2.

Four readings at \(0^\circ,45^\circ,90^\circ,135^\circ\) also suffice. They equal \(I_0(1+\alpha)\), \(I_0(1+\beta)\), \(I_0(1-\alpha)\) and \(I_0(1-\beta)\), so

\[
\alpha=\frac{I_{0^\circ}-I_{90^\circ}}{I_{0^\circ}+I_{90^\circ}},\qquad
\beta=\frac{I_{45^\circ}-I_{135^\circ}}{I_{45^\circ}+I_{135^\circ}} .
\]

Two corrections belong before the inversion. A constant background \(B\) leaves the modulation unchanged but raises the mean, so both coefficients are multiplied by \(I_0/(I_0+B)\); it must be subtracted first. If the encoder reads \(A'\) while the true azimuth is \(A=A'+A_0\), expanding \(\cos(2A'+2A_0)\) and \(\sin(2A'+2A_0)\) gives the apparent coefficients

\[
\alpha'=\alpha\cos2A_0+\beta\sin2A_0,\qquad
\beta'=-\alpha\sin2A_0+\beta\cos2A_0 .
\]

This is a rotation, and it is undone by

\[
\alpha=\alpha'\cos2A_0-\beta'\sin2A_0,\qquad
\beta=\alpha'\sin2A_0+\beta'\cos2A_0 .
\]

## Inversion

From the boxed formula,

\[
1+\alpha=\frac{2T^2}{T^2+t^2},\qquad 1-\alpha=\frac{2t^2}{T^2+t^2}.
\]

Their ratio is \(T^2/t^2\). Since \(T>0\),

\[
\tan\Psi=|\tan P|\sqrt{\frac{1+\alpha}{1-\alpha}} .
\]

Their product is \(1-\alpha^2=4T^2t^2/(T^2+t^2)^2\), whose positive root is \(2T|t|/(T^2+t^2)\). Dividing \(\beta\) by this root leaves \(\cos\Delta\) times \(t/|t|\). With \(\sigma=\operatorname{sgn}(\tan P)=\pm1\),

\[
\boxed{\;\cos\Delta=\frac{\sigma\,\beta}{\sqrt{1-\alpha^2}}\;}
\]

Omitting \(\sigma\) when \(\tan P<0\), for example for \(P\) between \(-90^\circ\) and 0, would replace \(|\Delta|\) by its supplement \(180^\circ-|\Delta|\).

The condition on \(P\) is now visible. At \(P=0\) the sample receives \(p\) light alone, and \(\alpha=1\), \(\beta=0\) whatever its properties. At \(P=90^\circ\) it receives \(s\) light alone, and \(\alpha=-1\), \(\beta=0\). In both cases the quotient for \(\cos\Delta\) is \(0/0\). The same happens if \(r_p\) or \(r_s\) vanishes, when \(\Delta\) itself has no meaning.

Noise or poor calibration can give \(|\beta|>\sqrt{1-\alpha^2}\), for which no real \(\Delta\) exists. Code should report this condition; silently clipping the cosine to \(\pm1\) would hide it.

## Why the sign is missing

The signal depends on the sample through \(|r_s|\), \(|\rho|\) and \(\operatorname{Re}\rho\). Replacing \(\rho\) by \(\rho^*\) at fixed \(|r_s|\) changes none of them. The whole signal, including its absolute size, is then the same for \(\Delta\) and \(-\Delta\), at every \(A\) and every \(P\). More analyser positions or further polariser settings cannot remove the ambiguity.

Conversely, \(\alpha\) fixes \(\Psi\), and \(\alpha\) and \(\beta\) together fix \(\cos\Delta\). For \(-1<\cos\Delta<1\) there are two angles in the chosen interval, \(+|\Delta|\) and \(-|\Delta|\). At \(\Delta=0\) or \(180^\circ\) the two coincide as directions on the circle, and nothing is lost.

The real fields show what the two cases are. With the time origin chosen so that the \(s\) phase is zero, and with \(P\) between 0 and \(90^\circ\), the reflected components are

\[
x=a\cos(\omega t-\Delta),\qquad y=b\cos\omega t ,
\]

with \(a,b>0\). Here \(\omega t\) contains the time, not \(\tan P\). Changing \(\Delta\) to \(-\Delta\) gives the same motion as reversing the direction of time, \(\omega t\to-\omega t\). The field traces the same ellipse in the opposite sense. A linear analyser followed by a time average responds to the shape and orientation of the ellipse, not to the sense in which it is traced.

The missing quantity can be written explicitly. Put \(E_p=r_p\cos P\) and \(E_s=r_s\sin P\). The intensities in the two circular states \((1,\pm i)/\sqrt2\) are

\[
I_\pm=\tfrac12|E_p\mp iE_s|^2
=\tfrac12\bigl(|E_p|^2+|E_s|^2\bigr)\mp\operatorname{Im}(E_pE_s^*) .
\]

Since \(E_pE_s^*=|r_s|^2\cos^2P\,t\rho\), their normalised difference is

\[
c=\frac{I_--I_+}{I_-+I_+}
=\frac{2Tt\sin\Delta}{T^2+t^2}=\sigma\sqrt{1-\alpha^2}\,\sin\Delta .
\]

On the other hand, \(\beta^2=(1-\alpha^2)\cos^2\Delta\), so

\[
1-\alpha^2-\beta^2=(1-\alpha^2)\sin^2\Delta=c^2 .
\]

For fully polarised light the two coefficients thus give the size of the circular component but not its sign.

## Recovering the sign with a retarder

Place a retarder between sample and analyser, with its axes along \(p\) and \(s\), and let it multiply the \(p\) component by \(e^{i\delta}\) relative to \(s\). Then \(\Delta\) is replaced by \(\Delta+\delta\), while \(\Psi\) and hence \(\alpha\) are unchanged. With the time factor used here, positive \(\delta\) is a delay of \(p\), so for a quarter-wave plate with \(\delta=90^\circ\) the slow axis lies along \(p\). The new sine coefficient is

\[
\beta_c=\sigma\sqrt{1-\alpha^2}\cos(\Delta+90^\circ)
=-\sigma\sqrt{1-\alpha^2}\,\sin\Delta=-c .
\]

Together with \(\beta=\sigma\sqrt{1-\alpha^2}\cos\Delta\) this gives the signed angle

\[
\boxed{\;\Delta=\operatorname{atan2}(-\sigma\beta_c,\ \sigma\beta)\;}
\]

where the first argument is proportional to the sine and the second to the cosine, with the same positive factor. Mounting the slow axis along \(s\) instead makes \(\delta=-90^\circ\) and reverses the sign obtained for \(\Delta\).

For another known retardance, let \(C_\delta=\cos(\Delta+\delta)\) be the cosine recovered with the retarder in place. Expanding it gives

\[
\sin\Delta=\frac{\cos\Delta\cos\delta-C_\delta}{\sin\delta}.
\]

This fails at \(\delta=0\) or \(180^\circ\), where the second measurement repeats the first apart from a sign.

## Sensitivity to coefficient errors

Differentiating the formula for \(\cos\Delta\) with respect to both coefficients gives

\[
-\sin\Delta\,d\Delta=\frac{\sigma\,d\beta}{\sqrt{1-\alpha^2}}
+\frac{\alpha\cos\Delta}{1-\alpha^2}\,d\alpha .
\]

The second term follows from \(d(1-\alpha^2)^{-1/2}=\alpha(1-\alpha^2)^{-3/2}d\alpha\). At fixed \(\alpha\),

\[
|d\Delta|=\frac{|d\beta|}{\sqrt{1-\alpha^2}\,|\sin\Delta|} .
\]

Near \(0^\circ\) and \(180^\circ\) the cosine is flat, and a small error in \(\beta\) becomes a large error in \(\Delta\). The linear estimate itself fails when the error in \(\cos\Delta\) is comparable with \(1-|\cos\Delta|\). For given errors in the coefficients, choosing \(|\tan P|\) close to \(\tan\Psi\) makes \(\alpha\) small and removes the other source of amplification. The errors themselves may depend on \(P\), however. With additive detector noise they scale as \(1/I_0\), and since \(I_0\sqrt{1-\alpha^2}=|r_s|^2T\,|\sin P\cos P|\), the \(\beta\) term is then smallest near \(|P|=45^\circ\).

The retarder also helps here. Differentiating the two-argument arctangent, with \(\beta^2+\beta_c^2=1-\alpha^2\), gives

\[
d\Delta=-\frac{\sigma(\cos\Delta\,d\beta_c+\sin\Delta\,d\beta)}{\sqrt{1-\alpha^2}},
\]

in which there is no division by \(\sin\Delta\).

## Worked example: two films with one signal

The sign matters in practice because two different films can have conjugate \(\rho\). Consider a film of thickness \(d\) between an ambient medium and a substrate treated as semi-infinite, so that no light returns from its back surface. A transparent substrate meets this condition only if its back is roughened or wedged; a polished back adds an incoherent beam that changes \(\alpha\) and \(\beta\) and depolarises the light. Label the three media 0, 1, 2, with indices \(n_j\) and normal wave-vector components \(k_{z,j}\).

For \(s\) light, \(E_y\) and its normal derivative are continuous. For \(p\) light, \(H_y\) and its normal derivative divided by \(n^2\) are continuous. With \(q=k_z\) for \(s\) and \(q=k_z/n^2\) for \(p\), a single interface obeys \(1+r=\tau\) and \(q_0(1-r)=q_1\tau\), so

\[
r_{01}=\frac{q_0-q_1}{q_0+q_1},\qquad \tau_{01}=\frac{2q_0}{q_0+q_1},\qquad
\tau_{01}\tau_{10}=\frac{4q_0q_1}{(q_0+q_1)^2}=1-r_{01}^2 .
\]

The \(H_y\) ratio equals \(r_p\) in the present convention, because \(\hat k\times\hat p=\hat s\) in both beams.

Let \(X=e^{2ik_zd}\), with \(k_z=k_{z,1}\), be the phase factor of one round trip in the film. Using \(r_{10}=-r_{01}\) and summing the multiple reflections,

\[
r=r_{01}+\frac{(1-r_{01}^2)r_{12}X}{1+r_{01}r_{12}X}
=\frac{r_{01}+r_{12}X}{1+r_{01}r_{12}X}.
\]

If all indices and normal wave-vector components are real, \(r_{01}\) and \(r_{12}\) are real. Define \(D=\pi/k_z\). For \(0<d<D\), the thickness \(D-d\) has round-trip factor \(e^{2\pi i}e^{-2ik_zd}=X^*\). Both reflection amplitudes are then conjugated, and so is \(\rho\). The films \(d\) and \(D-d\) give the same \(I(A)\) at the wavelength and angle of incidence for which \(D\) was computed. Since \(D\) depends on both, the coincidence does not in general persist when either is changed.

Take round model parameters: wavelength 600 nm, incidence \(70^\circ\), ambient index 1, film index 1.5, substrate index 4, \(d=100\) nm and \(P=30^\circ\). The cosine of the angle in the film is 0.77945, so

\[
D=\frac{600\ \text{nm}}{2\times1.5\times0.77945}=256.59\ \text{nm},\qquad
D-d=156.59\ \text{nm}.
\]

For the 100 nm film, \(X\) has phase \(360^\circ\times100/256.59=140.30^\circ\). Solving the boundary conditions gives \(\rho=0.2280-1.0733i\), hence \(\Psi=47.66^\circ\) and \(\Delta=-78.01^\circ\).

The four readings, relative to the intensity leaving the polariser, are 0.193496, 0.144685, 0.053570 and 0.102381 at \(0^\circ,45^\circ,90^\circ,135^\circ\). They give

\[
\alpha=\frac{0.193496-0.053570}{0.193496+0.053570}=0.5664,\qquad
\beta=\frac{0.144685-0.102381}{0.144685+0.102381}=0.1712 .
\]

The inversion yields

\[
\tan\Psi=0.57735\sqrt{\frac{1.56635}{0.43365}}=1.097,\qquad
\cos\Delta=\frac{0.17122}{0.82416}=0.2078 ,
\]

so \(\Psi=47.66^\circ\) and \(|\Delta|=78.01^\circ\). The 156.59 nm film has \(\Delta=+78.01^\circ\) and the same two coefficients. A quarter-wave retarder separates them: \(\beta_c=+0.8062\) for 100 nm and \(-0.8062\) for 156.59 nm. It does not separate \(d\) from \(d+D\), since these have the same \(X\) and therefore the same signed \(\Delta\).

For an error of 0.001 in \(\beta\) at fixed \(\alpha\), the linear error in \(\Delta\) is \(0.071^\circ\) for this film. At \(\Delta=5^\circ\) and \(\alpha=0\) it is \(0.66^\circ\), about nine times larger, although \(\sqrt{1-\alpha^2}\) is then at its most favourable value. The linear estimate is already strained there, since \(1-\cos5^\circ=0.0038\): the exact shifts for \(d\beta=\pm0.001\) are \(-0.71^\circ\) and \(+0.62^\circ\).

An absorbing substrate makes \(r_{12}\) complex, so the conjugation argument no longer applies. With substrate index \(4+0.5i\), the two thicknesses give \(\alpha=0.642\) and \(0.495\), and \(\beta=0.162\) and \(0.146\). If all indices are known, a film model can now tell these two thicknesses apart without a retarder. The fair comparison is with the closest competing thickness, here about 150 nm, which still differs by 0.011 in \(\alpha\) and 0.045 in \(\beta\). For weak absorption the margin is small: with substrate index \(4+0.02i\), a film of 156.3 nm differs from the 100 nm film by only 0.002 in \(\beta\). The sign of \(\Delta\) is still not measured; the model supplies it, and only when the thickness is the sole unknown. If the film index is fitted as well, the ambiguity returns: on the \(4+0.5i\) substrate a film of index 1.529 and thickness 144.2 nm has the conjugate \(\rho\), and hence the same \(\alpha\) and \(\beta\).

## When the light is partly depolarised

Suppose the detector adds, without interference, light from regions with equal \(\Psi\) but different phases \(\Delta_j\). Their intensities add with normalised weights \(w_j\), proportional to the share of the incident light falling on each region times its \(|r_s|^2\). Since \(\alpha\) is common to all of them,

\[
\frac{\sigma\beta}{\sqrt{1-\alpha^2}}=\sum_jw_j\cos\Delta_j .
\]

The inversion returns an average cosine, which need not be the cosine of any phase present.

An equal mixture of the two transparent-substrate films above shows the difficulty. Its coefficients are again \(\alpha=0.5664\) and \(\beta=0.1712\), as for either film alone, but with the retarder the contributions \(+0.8062\) and \(-0.8062\) cancel and \(\beta_c=0\). For fully polarised light, \(\beta^2+\beta_c^2\) must equal \(1-\alpha^2\), here \(0.82416^2=0.679\). The mixture gives \(0.17122^2=0.029\).

The comparison is therefore a useful check on data taken with and without a calibrated quarter-wave retarder. Without the retarder, a deficit of \(\alpha^2+\beta^2\) below 1 can come from ellipticity, from depolarisation or from both. The values for the 100 nm and 156.59 nm films, with further intermediate quantities, are listed in the numerical output.

## Table of computed values

```
wavelength: 600 nm
incidence angle: 70 deg
polariser azimuth P: 30 deg
film index: 1.5, substrate index: 4.0
film thickness d: 100.0 nm
cosine of angle in film: 0.77945
cosine of angle in substrate: 0.97201
r01: p -0.20613, s -0.54735
r12: p 0.36273, s -0.53762
phase of X, 2 kz d: 140.301 deg
r_p: -0.46777+0.19796j
r_s: -0.26504-0.37951j
rho: 0.22796-1.07333j
tan Psi: 1.09728, tan P: 0.57735
Psi: 47.656 deg, Delta: -78.009 deg
signal at A = 0 deg: 0.193496 (polariser output = 1)
signal at A = 45 deg: 0.144685 (polariser output = 1)
signal at A = 90 deg: 0.053570 (polariser output = 1)
signal at A = 135 deg: 0.102381 (polariser output = 1)
mean signal I0: 0.123533 (polariser output = 1)
alpha: 0.56635
beta: 0.17122
sqrt(1 - alpha^2): 0.82416
recovered Psi: 47.656 deg
recovered cos Delta: 0.20775
recovered |Delta|: 78.009 deg
values of Delta on the circle matching beta: 2
1 - alpha^2 - beta^2: 0.64993
thickness period D: 256.590 nm
twin thickness D - d: 156.590 nm
twin Delta: 78.009 deg
twin alpha: 0.56635, beta: 0.17122
beta with retarder, film d: 0.80618
beta with retarder, twin: -0.80618
signed Delta, film d: -78.009 deg
signed Delta, twin: 78.009 deg
mixture alpha: 0.56635, beta: 0.17122
mixture |beta| with retarder: 0.00000
absorbing substrate index: (4+0.5j)
absorbing, d: alpha 0.64230, beta 0.16192
absorbing, D - d: alpha 0.49461, beta 0.14577
assumed error of beta: 0.001
error of Delta, film d: 0.0711 deg
error of Delta at 5 deg, alpha = 0: 0.6574 deg
```
